# The Franz-Keldysh tail of an indirect gap and its reduced mass, part 2

We seek the absorption below an indirect gap $E_g$ in a uniform field that exerts a force $F$ on each carrier. The bands are isotropic and parabolic, with masses $m_e$ and $m_h$, total mass $M=m_e+m_h$ and reduced mass $\mu=m_em_h/M$. We set $\hbar=1$. One phonon of energy $W$ takes part, the coupling is constant, and the electron-hole attraction is left out. With photon energy $\omega$, the deficit is $D=E_g+\sigma W-\omega$, where $\sigma=+1$ for phonon emission and $-1$ for absorption. The rate is proportional to $J(D)$, times $n+1$ for emission or $n$ for absorption, where $n$ is the phonon occupation.

With envelope functions $\psi_c,\psi_v$, phonon wavevector $\mathbf q$ (measured from the one joining the band edges) and crystal volume $V$, the sum over phonons gives a local form:

$$
\frac1V\sum_{\mathbf q}\left|\int d^3r\,\psi_c^*e^{i\mathbf q\cdot\mathbf r}\psi_v\right|^2
=\int d^3r\,|\psi_c(\mathbf r)|^2|\psi_v(\mathbf r)|^2. \tag{3}
$$

For a direct gap, with $D$ the gap minus the photon energy, the absorption is proportional to the density $\rho_\mu$ of the relative motion at zero separation:

$$
\rho_\mu(D)\simeq\frac{\mu F}{16\pi^2D}\,e^{-S},\qquad
S=\frac{4\sqrt{2\mu}\,D^{3/2}}{3F}. \tag{14}
$$

For the indirect gap, a saddle point gives

$$
J(D)\simeq 2^{-31/4}\,\pi^{-7/2}\,M^{3/2}\mu^{1/4}\,F^{5/2}\,D^{-7/4}\,e^{-S}. \tag{23}
$$

There the electron takes $m_hD/M$ of the deficit and $S_e=(m_h/M)S$ of the exponent; the hole takes $m_eD/M$ and $S_h=(m_e/M)S$. This derivation assumed $S_e\gg1$ and $S_h\gg1$.

A carrier of mass $m$, with Hamiltonian $H$ and local density $\rho(\varepsilon)$ at deficit $\varepsilon$, has the return amplitude

$$
g(t)=\int d\varepsilon\,\rho(\varepsilon)e^{i\varepsilon t}
=\langle0|e^{-iHt}|0\rangle
=\left(\frac{m}{2\pi it}\right)^{3/2}e^{iA(t)}, \tag{24}
$$

with $A=-F^2t^3/(24m)$. The product of the two carriers' amplitudes gives $J$ without a saddle-point approximation:

$$
\beta=\left(\frac{F^2}{8\mu}\right)^{1/3},\qquad x=\frac D\beta,\qquad t=-\frac{iu}\beta. \tag{27}
$$

$$
J(D)=\frac{(m_em_h)^{3/2}}{(2\pi)^3}\,\beta^2\,\mathrm{Ai}_3(x),\qquad
\mathrm{Ai}_3(x)=\frac1{2\pi i}\int_{c-i\infty}^{c+i\infty}du\,\frac{e^{u^3/3-xu}}{u^3}, \tag{28}
$$

with $c>0$. Equivalently, with total pair momentum $\mathbf P$,

$$
J(D)=\int\frac{d^3P}{(2\pi)^3}\;\rho_\mu\!\left(D+\frac{P^2}{2M}\right). \tag{29}
$$

### Accuracy and limits

For large $x$ the contour passes through the saddle $u_0=\sqrt x$. With $u=u_0+iy$,

$$
\frac{u^3}{3}-xu=-\frac23u_0^3-u_0y^2-\frac{iy^3}{3}. \tag{30}
$$

The constant term is $-\tfrac23x^{3/2}=-S$, because $\beta^{3/2}=F/\sqrt{8\mu}$. The remaining factors, expanded to the order needed and without the odd terms, are

$$
\left(1+\frac{iy}{u_0}\right)^{-3}e^{-iy^3/3}
\;\to\;1-\frac{6y^2}{u_0^2}-\frac{y^4}{u_0}-\frac{y^6}{18}. \tag{31}
$$

The term in $y^4$ is the product of $-3iy/u_0$ and $-iy^3/3$. Under the weight $e^{-u_0y^2}$ the averages of $y^2,y^4,y^6$ are $1/(2u_0)$, $3/(4u_0^2)$ and $15/(8u_0^3)$. The correction is thus $-(3+\tfrac34+\tfrac5{48})/u_0^3=-185/(48u_0^3)$. With $u_0^3=3S/2$,

$$
\mathrm{Ai}_3(x)=\frac{e^{-S}}{2\sqrt\pi\,x^{7/4}}
\left[1-\frac{185}{72S}+O(S^{-2})\right]. \tag{32}
$$

The leading term, inserted in Eq. (28), is Eq. (23) again. The bracket depends on $S$ alone. At a given mass ratio, however unequal the masses, $S\gg1$ is therefore sufficient for Eq. (23), although its first derivation needed both $S_e$ and $S_h$ to be large. A numerical extrapolation from $S=200$ and $400$, with masses 1 and 1.6, gives the coefficient 2.5690; $185/72$ is 2.5694.

At the threshold, $D=0$, the exponential law has no meaning, but Eq. (28) remains finite and gives $J(0)\propto\beta^2\propto F^{4/3}$. Above threshold, with $D<0$ and $F\to0$, the cubic term drops out and the contour integral becomes $x^2/2$. Then

$$
J_0(D)=\frac{(m_em_h)^{3/2}}{16\pi^3}\,D^2\qquad(D<0), \tag{33}
$$

the quadratic edge of phonon-assisted absorption in this model. Below threshold the zero-field model does not absorb.

### The mass read from a slope

Suppose that the absorption is recorded against field at fixed photon energy, and that the slope of its logarithm against $1/F$ is taken as the tunnelling coefficient. At fixed $D$, $S\propto1/F$, hence $\ln F=-\ln S+\text{const}$. Equations (23) and (14) then give

$$
-\frac{d\ln J}{dS}=1+\frac5{2S}+O(S^{-2}),\qquad
-\frac{d\ln\rho_\mu}{dS}=1+\frac1S+O(S^{-2}). \tag{34}
$$

The field in the prefactor steepens both lines, and the indirect one more strongly. At $S=200$ the excess slope multiplied by $S$ is 2.487 for the indirect and 0.995 for the direct case. Since $S\propto\sqrt\mu$, a mass inferred from the raw slope is too large by the square of the slope factor.

### An ellipsoidal valley

Let a conduction valley have the mass $m_z$ along the field and $m_x,m_y$ across it, with the field on a principal axis. The three directions separate, and only the motion along $z$ feels the force. In Eq. (24) $m^{3/2}$ becomes $\sqrt{m_xm_ym_z}$, while the mass in the phase becomes $m_z$. The exponent therefore contains the reduced mass formed with $m_z$, and the prefactor contains both this reduced mass, through $\beta$, and the density-of-states mass $(m_xm_ym_z)^{1/3}$.

### Worked example: phonon-assisted tail in silicon

Consider a depleted silicon section at 300 K with rough typical parameters: $E_g=1.12$ eV, $W=0.058$ eV, valley masses $0.92$ and $0.19$, and a hole mass $0.50$, in units of the free-electron mass $m_0$. The photon energy is 0.95 eV (1305 nm) and the field 0.2 MV/cm, so $F=0.020$ eV/nm. For the isotropic model we take the density-of-states mass of one valley:

$$
m_e=(0.92\times0.19^2)^{1/3}m_0=0.321\,m_0,\qquad
\mu=\frac{0.321\times0.50}{0.821}\,m_0=0.196\,m_0. \tag{35}
$$

The deficit is $1.12-0.058-0.95=0.112$ eV if a phonon is absorbed and $1.12+0.058-0.95=0.228$ eV if one is emitted. With $\hbar$ restored, $2\mu$ becomes $2\mu/\hbar^2$, and $\hbar^2/m_0=0.0762$ eV nm². For phonon absorption

$$
S=\frac{4}{3\times0.020}\sqrt{\frac{2\times0.1957}{0.0762}}\;(0.112)^{3/2}=5.66. \tag{36}
$$

The electron takes $0.112\times0.50/0.821=0.068$ eV and the hole 0.044 eV. Their parts of the exponent are 3.45 and 2.22. If the electron mass were used in place of $\mu$, the exponent would be $5.663\sqrt{0.3214/0.1957}=7.26$, and the exponential alone would be too small by a factor of about 5.

These exponents are not large, and the prefactor shows it. Equation (28) gives $J=2.43\times10^{-8}$ eV⁻¹ nm⁻⁶ and the saddle-point form (23) gives $3.43\times10^{-8}$; the full value is 0.71 of the approximate one. The first correction in Eq. (32) would predict 0.55, so higher terms matter here. For phonon emission, with $S=16.4$, the full value is 0.87 of the saddle-point value.

Phonon absorption dominates, although the occupation is only $n=0.119$. The ratio of the two branches, $nJ_{\rm abs}/[(n+1)J_{\rm em}]$, is $1.4\times10^4$, because the smaller deficit outweighs the small occupation. This comparison takes the same coupling for both branches.

A strength independent of the unknown coupling is obtained by dividing $J$ by the zero-field value (33) at 0.112 eV above the same threshold. The result is $6.6\times10^{-6}$. At fixed photon energy, $J$ at 0.1 MV/cm is $7.1\times10^{-4}$ of its value at 0.2 MV/cm, and at 0.3 MV/cm it is 16 times that value. The local slope factor at 0.2 MV/cm is 1.39, so a mass taken from the raw slope would be 1.9 times too large. For a direct gap with the same $\mu$, $D$ and $F$ the slope factor is 1.16 and the mass would be 1.3 times too large. Both results leave out the electron-hole attraction, which lowers the slope factors.

### The example beside a real device

The chosen field is high but of a size that a reverse-biased silicon junction can sustain; across 500 nm it corresponds to 10 V. Of the assumptions that real silicon breaks, the neglect of electron-hole attraction has the largest estimated effect among those that need no further coupling constant, provided that the edge disorder is no larger than the size assumed below: it raises $J$ for the masses of the example by a factor of about 30. The values of $J$ given above are therefore much too small to serve as absolute strengths.

A first estimate of the attraction uses the relative motion in Eq. (29). Let the attraction be $-C_0/z$ at separation $z$, where $C_0$ is the squared elementary charge divided by $4\pi$ times the permittivity. To first order it lowers the local decay constant $\kappa(z)=\sqrt{2\mu(D-Fz)}$ by $\mu C_0/[z\kappa(z)]$. With $L=D/F$ and $\kappa=\sqrt{2\mu D}$, and with the integral cut off at $z=1/\kappa$, the exponent falls by

$$
\delta S=\frac{2\mu C_0}{\kappa}\int_{1/\kappa}^{L}\frac{dz}{z\sqrt{1-z/L}}
=\frac{4\mu C_0}{\kappa}\,\mathrm{artanh}\sqrt{1-\frac1{\kappa L}}. \tag{37}
$$

The substitution $w=\sqrt{1-z/L}$ turns the integral into $\int 2\,dw/(1-w^2)$, which gives the second form. Here $L=5.60$ nm and $\kappa=0.758$ nm⁻¹. For a relative permittivity of 11.7, $\delta S=2.25$, a factor of 9.5. This is only a rough value: the estimate depends on the cutoff and leaves out separations below $1/\kappa$, where the attraction also acts. The relative motion with both field and attraction separates in parabolic coordinates. Its numerical solution, summed over $\mathbf P$ as in Eq. (29), raises $J$ by a factor of 34. The factor is larger at lower field, so the attraction also reduces the local slope factor, from 1.39 to 1.23. A mass taken from the raw slope would then be 1.5 times too large instead of 1.9 times, and $J$ at 0.1 and 0.3 MV/cm would be $1.4\times10^{-3}$ and 11 times its value at 0.2 MV/cm. The factor 34 belongs to the masses of Eq. (35), for which the zero-field exciton is bound by 19 meV, more than the roughly 15 meV of silicon. Lighter isotropic pairs give less: 16 for the masses 0.19 and 0.50, and 19 for 0.32 and 0.28.

The other estimates keep the photon energy and field fixed and are taken one at a time, without the attraction unless it is mentioned:

- **Valley anisotropy.** With the field along a cube axis, the four valleys with mass 0.19 along it each give 3.7 times the isotropic $J$, and the two with mass 0.92 give 0.11 times. The mean over six valleys is 2.5 times the isotropic value. The heavy hole is also lighter along a cube axis, about 0.28. Treated as an ellipsoidal band with this mass along the field and the density-of-states mass 0.50, it raises $J$ by a factor of 2.7 for the isotropic electron, and the six-valley mean becomes 5.0.
- **Light holes.** Treated as a separate isotropic band of mass 0.16, they contribute 1.5 times as much as the heavy holes if the attraction is left out. Their smaller exponent then outweighs their smaller density of states. The attraction reverses the order: it raises the light-hole part by a factor of only 10, against 34 for the heavy holes, and the ratio falls to about 0.5. The mixing of the two bands is left out.
- **A second absorbed phonon.** It lowers the deficit to 0.054 eV. If the local form of Eq. (3) still holds, its contribution relative to the one-phonon term is $nJ(0.054\ \text{eV})/J(0.112\ \text{eV})=12$ times the relative coupling, which this model does not supply. The factor $n$ is the occupation for the second phonon. The two are equal at a relative coupling of about 0.08.
- **Edge disorder.** An exponential distribution of gap reductions with a mean of 10 meV, taken as a rough size, raises the total $J$ in the field by a factor of 4.6. This mean lies close to the energy of 11 meV over which $J$ falls by a factor $e$, so the result is sensitive to it: the factor is 1.8 for 5 meV, 19 for 15 meV and 79 for 20 meV. Without the field, the same disorder leaves a background of 3% of the undisturbed $J$. The disorder also lowers the local slope factor, from 1.39 to about 1 for the mean of 10 meV (1.28 for 5 meV, 0.54 for 15 meV), even without the attraction, so in a real section the raw slope need not overestimate the mass.
- **Nonparabolicity.** For the electron, with $\varepsilon$ replaced by $\varepsilon(1-a\varepsilon)$ in the squared decay constant and $a=0.5$ eV⁻¹, the factor is 1.04.

Two further processes are small at this field. In the parabolic model, phonon-assisted tunnelling across the whole gap without a photon has the exponent 165 for the masses of Eq. (35), and still 110 for the lightest pair, 0.19 and 0.16. A rough impact-ionization law, $7\times10^5$ cm⁻¹ times $\exp[-(1.2\ \text{MV/cm})/\text{field}]$, gives 0.09 ionizations per carrier in 500 nm. At 0.3 MV/cm the same law gives 0.64, so avalanche multiplication can no longer be neglected there.

These numbers limit the use of the exponent in design. For a field on a principal axis, with $S$ well above 1, it gives the leading dependence on mass, field and deficit within the one-phonon model. To predict an absolute absorption, the attraction, the actual bands and the further phonon processes must be included. The numerical output lists most values of the example, but not those from the solution in parabolic coordinates.

## Calculated quantities

```
TESTS
largest error, diagonalization: 4.1e-04
largest error, convolution: 1.5e-13
correction coefficient: 2.5690 (185/72=2.5694)
(slope-1)*S at S=200: indirect 2.487, direct 0.995
EXAMPLE INPUTS (rough silicon values)
gap 1.12 eV, phonon 0.058 eV, photon 0.95 eV
photon wavelength: 1305 nm
temperature 300 K, field 0.2 MV/cm = 0.020 V/nm
valley masses 0.92, 0.19 m0; hole masses 0.5, 0.16 m0
hbar^2/m0: 0.07620 eV nm^2
electron mass 0.3214 m0, reduced mass 0.1957 m0
EXAMPLE RESULTS
deficit: absorption 0.112 eV, emission 0.228 eV
exponent S: absorption 5.663, emission 16.447
deficit shares: electron 0.0682, hole 0.0438 eV
exponent shares: electron 3.447, hole 2.216
beta: 26.90 meV
J full: 2.4346e-08 1/(eV nm^6)
J saddle: 3.4316e-08 1/(eV nm^6)
J full/saddle, absorption: 0.709
J full/saddle, emission: 0.870
J / zero-field J equally far above: 6.612e-06
phonon occupation: 0.1187
absorption/emission branch ratio: 1.449e+04
field 0.1 MV/cm: S 11.325, J/J(0.2) 7.134e-04
field 0.2 MV/cm: S 5.663, J/J(0.2) 1.000e+00
field 0.3 MV/cm: S 3.775, J/J(0.2) 1.606e+01
raw slope: indirect 1.394, direct 1.157
apparent/true mass: indirect 1.94, direct 1.34
NEGLECTED EFFECTS (factors on J unless stated)
tunnelling length 5.60 nm, decay 0.758 1/nm
Coulomb, permittivity 11.7: exponent lowered 2.25, factor 9.5
valley mass 0.19 along field: 3.674
valley mass 0.92 along field: 0.112
six-valley mean, field on cube axis: 2.487
light-hole J / heavy-hole J: 1.546
second phonon, times relative coupling: 12.20
edge disorder 10 meV: 4.56
its zero-field background / J: 0.033
nonparabolicity 0.5 1/eV: 1.036
Zener exponent (no photon): 165.3
ionization law: 7e+05 1/cm, 1.2 MV/cm
ionizations per carrier in 500 nm: 0.087
```
